\section*{Charge transfer between two short-circuited metal plates}

\section*{Problem}

Two wide, flat metal plates face each other across a vacuum gap of width $d=10$ nm. Plate 1 has work function $W_1=4.2$ eV and plate 2 has $W_2=5.1$ eV. Both are neutral at first. A wire is then connected between them, with no battery in it, and the system comes to equilibrium at a uniform temperature.

\begin{enumerate}
\item Which way do electrons pass through the wire?
\item What are the size and direction of the electric field in the gap?
\item How many electrons per square centimetre have been transferred?
\item Which neglected effects could change the answer noticeably?
\end{enumerate}

The work function is the energy from the Fermi level of a metal to the vacuum level just outside its uncharged surface. ``Just outside'' means far from the surface on the atomic scale, but near it on the scale of the gap. The width $d$ is measured between the two planes in which the transferred charge is centred. The elementary charge $e$ is positive, so an electron carries $-e$.

\section*{Hints}

\begin{enumerate}
\item Draw the energy levels of the two neutral plates before the wire is connected. With no field in the gap, they share one vacuum level. Compare the Fermi levels.
\item Equilibrium between two connected metals requires equal Fermi levels. It does not require equal electrostatic potentials just outside their surfaces.
\item Measure the electron potential energy $U(x)$ from the common Fermi level. What are its values at the two ends of the gap?
\item There is practically no charge in the gap. What does Poisson's equation then say about the shape of $U(x)$?
\item Apply Gauss's law to a flat box with one face inside a plate and the other in the gap.
\end{enumerate}

\section*{Solution}

\subsection*{Direction of the transfer}

Before contact the Fermi levels lie at $-W_1$ and $-W_2$ relative to the shared vacuum level. That of plate 1 is higher by
\begin{equation}
\Delta W=W_2-W_1=5.1\ \text{eV}-4.2\ \text{eV}=0.90\ \text{eV}.
\end{equation}
An electron taken from the Fermi level of plate 1 to that of plate 2 therefore lowers the energy. Electrons flow through the wire from plate 1, with the low work function, to plate 2. Plate 1 becomes positive and plate 2 negative. The resulting field raises the energy of electrons at plate 2 relative to plate 1, and the flow stops when the Fermi levels agree.

\subsection*{Field in the gap}

Let $x$ run from $0$ at plate 1 to $d$ at plate 2, and let $U(x)$ be the electrostatic potential energy of an electron, measured from the common Fermi level. The attraction of an electron to its own image charge is not part of $U$. We assume that the small transferred charge leaves each work function unchanged; Variation 1 examines this in a simple model, where the penetration of the field is taken up by measuring $d$ between the centres of the charge. Then
\begin{equation}
U(0)=W_1,\qquad U(d)=W_2 .
\label{ends}
\end{equation}
Without charge in the gap, Poisson's equation is $U''(x)=0$. Its solution is a straight line, and the values \eqref{ends} fix it:
\begin{equation}
U(x)=W_1+\frac{\Delta W}{d}\,x .
\label{line}
\end{equation}
The force on an electron is $-eE$, and it is also $-dU/dx$. Hence
\begin{equation}
E=\frac{1}{e}\frac{dU}{dx}=\frac{\Delta W}{e\,d}
=\frac{0.90\ \text{V}}{10\ \text{nm}}=0.090\ \text{V/nm}=0.90\ \text{MV/cm}.
\label{field}
\end{equation}
Since $E$ is positive, the field points from plate 1 to plate 2, as the signs of the charges require.

The electrostatic potential just outside plate 1 is thus 0.90 V higher than that just outside plate 2. A voltmeter connected to the two metals nevertheless reads zero, because it responds to the difference of their Fermi levels.

\subsection*{Transferred density}

The plates together are neutral, so their sheet charges are $\sigma$ and $-\sigma$. For very wide plates the fields of these two sheets cancel outside the pair and add in the gap. A Gauss box of face area $A$, closed inside plate 1 where the field vanishes, gives
\begin{equation}
\varepsilon_0 E A=\sigma A
\quad\Longrightarrow\quad \sigma=\varepsilon_0E .
\end{equation}
If $n$ electrons per area have left plate 1, then $\sigma=en$. With \eqref{field},
\begin{equation}
n=\frac{\varepsilon_0E}{e}=\frac{\varepsilon_0\,\Delta W}{e^2d}.
\label{result}
\end{equation}
It is convenient to use $\varepsilon_0=0.05526\ e/(\text{V nm})$ and $\Delta W/e=0.90$ V. The density is then
\begin{equation}
n=\frac{0.05526\times0.90}{10}\ \text{nm}^{-2}
=4.97\times10^{-3}\ \text{nm}^{-2}
=4.97\times10^{11}\ \text{cm}^{-2},
\end{equation}
where $1\ \text{nm}^{-2}=10^{14}\ \text{cm}^{-2}$. The corresponding charge density is $0.080\ \mu\text{C/cm}^2$.

For a rough surface density of $10^{15}$ atoms per cm$^2$, this is $5\times10^{-4}$ electrons per surface atom, or one electron for about 2000 atoms. So small a transfer makes it plausible that the work functions hardly change.

\subsection*{The same result from the energy}

Transferring $n$ electrons per area gains $n\,\Delta W$ from the difference of the original Fermi levels, and costs the energy of the field. With $E=en/\varepsilon_0$, the field energy per area is
\begin{equation}
\frac{\varepsilon_0E^2}{2}\,d
=\frac{\varepsilon_0}{2}\left(\frac{en}{\varepsilon_0}\right)^2d
=\frac{e^2n^2d}{2\varepsilon_0}.
\end{equation}
The change of energy per area and its derivative are
\begin{equation}
F(n)=-n\,\Delta W+\frac{e^2n^2d}{2\varepsilon_0},
\qquad
\frac{dF}{dn}=-\Delta W+\frac{e^2nd}{\varepsilon_0}.
\end{equation}
Setting the derivative to zero returns \eqref{result}. The second derivative, $e^2d/\varepsilon_0$, is positive, so the equilibrium is a minimum.

\subsection*{Limits and sensitivity}

For equal work functions no charge passes, and exchanging the two metals reverses the sign. As the gap widens, $n$ falls as $1/d$ so long as $d$ stays small compared with the width of the plates, and more slowly beyond that, while the potential difference across the gap stays at $\Delta W/e$. The growth of $n$ for small $d$ cannot be followed down to atomic distances, where the electron clouds of the plates overlap and separate work functions lose their meaning.

If $\Delta W$ is 0.1 eV larger at fixed $d$, then $n=5.53\times10^{11}\ \text{cm}^{-2}$, an increase of 11\% relative to the ideal value. If the gap is 1 nm smaller at fixed $\Delta W$, the result is the same. The agreement follows from the chosen numbers: the first change multiplies $n$ by $1.0/0.9$ and the second by $10/9$.

\subsection*{Edges, electrons in the gap, and tunnelling}

\emph{Edges.} Plates of finite width carry extra charge near their edges and some on their outer faces. The size of this effect was computed from Coulomb's law for two thin, long strips, 1000 nm wide and 10 nm apart, with a potential difference of 0.90 V. Counting both faces, the density exceeds \eqref{result} by 0.63\% at the centre and by 2.4\% on average over the strip. The excess at the centre sits on the outer face; the field in the gap there keeps the value \eqref{field}. For strips four times as wide, both deviations are less than half as large.

\emph{Thermal electrons.} Beside plate 1 the vacuum level lies $W_1$ above the Fermi level. Since $W_1\gg k_BT$, the Fermi distribution reduces to its Boltzmann tail. With two spin states, the density there of electrons with energies above the vacuum level is
\begin{align}
N&=2\int\frac{d^3p}{(2\pi\hbar)^3}\,
\exp\left(-\frac{W_1+p^2/2m}{k_BT}\right)\nonumber\\
&=2\,\frac{(2\pi mk_BT)^{3/2}}{(2\pi\hbar)^3}\,e^{-W_1/k_BT}
=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}e^{-W_1/k_BT}.
\end{align}
Towards plate 2 the density falls further, because $U$ rises, so $Nd$ overestimates the number per area within this model. At 300 K it is about $10^{-57}\ \text{cm}^{-2}$. Thermal electrons therefore do not disturb $U''=0$. The wave functions of electrons below the vacuum level also reach into the gap, and their density is far larger than $N$. It falls off exponentially within a fraction of a nanometre, however, and this charge belongs to the surfaces: its effect is already contained in the work functions.

\emph{Tunnelling.} For an electron at the Fermi level moving straight across, the tunnelling factor is roughly $e^{-S}$. Using \eqref{line} to replace $dx$ by $d\,dU/\Delta W$,
\begin{align}
S&=\frac{2\sqrt{2m}}{\hbar}\int_0^d\sqrt{U(x)}\,dx
=\frac{2\sqrt{2m}}{\hbar}\frac{d}{\Delta W}\int_{W_1}^{W_2}\sqrt U\,dU
\nonumber\\
&=\frac{4\sqrt{2m}\,d}{3\hbar\,\Delta W}\left(W_2^{3/2}-W_1^{3/2}\right)
\approx 221 .
\end{align}
The factor is about $10^{-96}$. This estimate leaves out the lowering of the barrier by image forces. Tunnelling would not discharge the plates even if it were strong. With equal Fermi levels and equal temperatures, the states on both sides are equally occupied at each energy, and the transmission is the same in both directions, so the two currents cancel.

\subsection*{Comparison with a Kelvin probe force microscope}

In this instrument a conducting tip is held some ten nanometres from a sample, so the gap chosen here is of a realistic size. Many clean metals, though not the alkali metals, have work functions between about 4 and 5.5 eV, so a difference of 0.9 eV between two of them is possible. The assumption that fails most clearly is that of two wide, flat plates. Near the end of a tip with radius $R\gg d$, the local gap at lateral distance $r$ is approximately $d+r^2/2R$. Using \eqref{result} locally, the density has dropped to half its central value when $r^2/2R=d$, that is, at $r=\sqrt{2Rd}$. For a short-circuited tip and sample, the value found above then describes the region below the apex and not the whole tip. In normal operation the instrument applies a steady voltage that largely cancels this charge, as in Variation 2. For a tip radius comparable with the gap, even this local estimate is unreliable. Adsorbed layers and differently oriented crystal faces can shift a work function by some tenths of an eV. Each 0.1 eV in $\Delta W$ moves $n$ by 11\% of the ideal value.

\section*{Variation 1: the field enters the metals}

\emph{Let $d=10$ nm now be the distance between the hard edges of two free-electron metals, with Fermi energies $E_{F1}=10$ eV and $E_{F2}=5$ eV. How does the penetration of the field change $n$?}

Inside metal $i$, let $U$ be the smooth potential energy, shifted by a constant so that $U=W_i$ deep inside. This shift absorbs the potential step of the uncharged surface, and $U$ and $U'$ are then continuous at the edge. A free-electron gas has density $n_{0i}=(2mE_{Fi})^{3/2}/(3\pi^2\hbar^3)$. Where $U$ differs from $W_i$, the local kinetic energy at the Fermi level is $E_{Fi}+W_i-U$. The excess electron density is therefore
\begin{equation}
\delta n=n_{0i}\left[\left(1+\frac{W_i-U}{E_{Fi}}\right)^{3/2}-1\right]
\approx\frac{3n_{0i}}{2E_{Fi}}\,(W_i-U).
\end{equation}
The charge density is $-e\,\delta n$, and $U$ is $-e$ times the electrostatic potential, up to a constant. Poisson's equation becomes
\begin{equation}
U''=-\frac{e^2\,\delta n}{\varepsilon_0}
=\frac{U-W_i}{\lambda_i^2},
\qquad
\lambda_i^2=\frac{2\varepsilon_0E_{Fi}}{3e^2n_{0i}} .
\end{equation}
The solutions that approach $W_i$ deep inside, and have slope $eE$ at the edges, are
\begin{align}
U&=W_1+eE\lambda_1e^{x/\lambda_1} &&(x<0),\\
U&=W_2-eE\lambda_2e^{-(x-d)/\lambda_2} &&(x>d).
\end{align}
The change of $U$ across the gap is $eEd$, so
\begin{equation}
eEd=(W_2-eE\lambda_2)-(W_1+eE\lambda_1)
\quad\Longrightarrow\quad
eE=\frac{\Delta W}{d+\lambda_1+\lambda_2}.
\end{equation}
Gauss's law again gives $n=\varepsilon_0E/e$, and hence
\begin{equation}
n=\frac{\varepsilon_0\,\Delta W}{e^2(d+\lambda_1+\lambda_2)} .
\end{equation}

The screening lengths are $\lambda_1=0.051$ nm and $\lambda_2=0.060$ nm. The effective gap is 10.11 nm, and $n=4.92\times10^{11}\ \text{cm}^{-2}$, which is 1.1\% below the ideal value. A numerical solution that keeps the full power $3/2$ gives the same density to the digits shown, with plate 1 losing as many electrons as plate 2 gains. At the edges $U$ differs from $W_i$ by about 5 meV, which is small compared with the Fermi energies and justifies the linear step. The values are listed in the numerical output.

The charge in each metal decays as $e^{-s/\lambda_i}$ with depth $s$, so its mean depth is $\lambda_i$. The length $d+\lambda_1+\lambda_2$ is thus the distance between the centres of the two charges, in agreement with the definition of the gap in the original problem. The model is, however, used outside its proper range: the local relation between $\delta n$ and $U$ needs a potential that varies slowly over $1/k_F$, which is 0.062 nm and 0.087 nm here, and the lengths $\lambda_i$ are shorter than that. When electrons are allowed to spill out beyond the edge, as in a self-consistent quantum treatment of a uniform positive background with these Fermi energies, the centre of the induced charge lies about 0.07 to 0.08 nm outside the edge. The effective gap is then narrower than the distance between the edges, and $n$ is about 1.5\% above the ideal value. The hard-edge model thus gives the rough size of the correction, but not its sign.

\section*{Variation 2: a battery in the wire}

\emph{A battery now holds plate 2 at a voltage $V$ relative to plate 1, as read by a voltmeter. For which $V$ are the plates uncharged?}

A higher voltage means a lower Fermi level for electrons. With Fermi levels $\mu_1$ and $\mu_2$, we have $\mu_1-\mu_2=eV$. The vacuum level beside plate $i$ lies at $\mu_i+W_i$, so the rise of the electron energy across the gap is
\begin{equation}
(\mu_2+W_2)-(\mu_1+W_1)=\Delta W-eV .
\end{equation}
This replaces $\Delta W$ in \eqref{result}:
\begin{equation}
n=\frac{\varepsilon_0(\Delta W-eV)}{e^2d}.
\end{equation}
The charge vanishes at $V=\Delta W/e=0.90$ V, with plate 2 at the positive terminal. The battery then restores the offset of the Fermi levels that existed before contact. With the opposite polarity, $V=-0.90$ V, the transferred density is twice that of the short circuit.

If the gap is changed slowly at fixed $V$, the density changes by
\begin{equation}
\frac{\partial n}{\partial d}
=-\frac{\varepsilon_0(\Delta W-eV)}{e^2d^2}=-\frac nd .
\end{equation}
Charge therefore flows through the wire whenever $n\neq0$, and the flow ceases at $V=\Delta W/e$. The Kelvin method uses this condition to find a difference of work functions. In this flat-plate model the condition does not contain $d$, so the gap need not be known.

\section*{Computed results}
\begin{verbatim}
work function of plate 1: 4.2 eV
work function of plate 2: 5.1 eV
vacuum gap: 10.0 nm
vacuum permittivity: 0.05526 e/(V nm)
work-function difference: 0.90 eV
field in the gap: 0.900 MV/cm
transferred electrons, ideal: 4.974e+11 cm^-2
charge density, ideal: 0.0797 uC/cm^2
surface atoms, rough input: 1e+15 cm^-2
electrons per surface atom: 5.0e-04
model Fermi energy, plate 1: 10.0 eV
model Fermi energy, plate 2: 5.0 eV
screening length, plate 1: 0.0506 nm
screening length, plate 2: 0.0602 nm
electrons gained by plate 1, solved: -4.919e+11 cm^-2
electrons gained by plate 2, solved: 4.919e+11 cm^-2
screened formula: 4.919e+11 cm^-2
change by screening: -1.10 %
energy shift at surface 1: 4.51 meV
energy shift at surface 2: -5.36 meV
density if difference is 0.1 eV larger: 5.526e+11 cm^-2
relative change: 11.1 %
density if gap is 1 nm smaller: 5.526e+11 cm^-2
relative change: 11.1 %
strip width for edge estimate: 1000 nm
excess at strip centre: 0.63 %
excess averaged over strip: 2.38 %
tunnelling exponent: 220.9
log10 of tunnelling factor: -95.9
temperature: 300 K
log10 of thermal electrons in gap per cm^2: -57.2
\end{verbatim}
